\section*{Spin-up of a Rotating Melt: Ekman Pumping against Viscous Diffusion}

\section*{Problem}

A melt of depth $H=5$ cm and kinematic viscosity $\nu=3\times10^{-7}$ m$^2$/s rotates rigidly with its crucible. At $t=0$ the crucible rate is raised by a small step to $\Omega=3$ rad/s. The melt lags behind and has to catch up. Take it as isothermal and laminar, with a no-slip bottom and a flat surface free of stress, and consider the region away from the side wall.

\begin{enumerate}
\item[(a)] Reduce the equations of motion to equations in $z$ and $t$.
\item[(b)] Find the radial flux in the thin viscous layer on the crucible bottom.
\item[(c)] Show that the lag of the interior decays exponentially with a time constant of about 53 s, and find the first correction for the finite thickness of the layer.
\item[(d)] Suppose that viscosity acted by diffusion across the depth alone. Show that the scale $H^2/\nu$ exceeds two hours, and find how much of the surface lag is left at that time.
\item[(e)] Compare the two mechanisms by one criterion, and explain why the faster one is fast.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Work in the frame rotating at the final rate $\Omega$. Try horizontal velocities proportional to $r$ and a vertical velocity independent of $r$.
\item Near the bottom, combine the horizontal velocities into one complex function.
\item No fluid crosses the bottom or the surface. What does this say about the radial flow integrated over the depth?
\item For the correction in (c), solve the linear equations over the whole depth, with every quantity proportional to $e^{-st}$.
\item In (d), a quarter wave fits between the no-slip bottom and the stress-free surface.
\item In (e), follow a ring of interior fluid and ask what happens to its angular momentum.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Reduced equations}

Let $u,v,w$ be the radial, azimuthal and vertical velocities in the frame rotating at $\Omega$, with $z$ measured upward from the bottom. Let $p$ be the pressure divided by density, with the gravitational and centrifugal potentials absorbed. Set
\begin{equation}
u=rU(z,t),\qquad v=rV(z,t),\qquad w=W(z,t).
\end{equation}
Continuity, $r^{-1}\partial_r(ru)+\partial_zw=0$, gives $W_z=-2U$. Since $w$ does not depend on $r$, the vertical equation makes $p_z$ independent of $r$, so $p_r$ is independent of $z$. The radial equation makes $p_r$ proportional to $r$; hence $p_r=rP(t)$.

The viscous term also simplifies. For $u=rU$,
\begin{equation}
\frac1r\partial_r(r\,\partial_ru)-\frac{u}{r^2}+u_{zz}
=\frac Ur-\frac Ur+rU_{zz}=rU_{zz},
\end{equation}
and likewise for $v$. After division by $r$, the Navier--Stokes equations become
\begin{align}
U_t+U^2+WU_z-V^2-2\Omega V&=-P+\nu U_{zz},\label{nlU}\\
V_t+2UV+WV_z+2\Omega U&=\nu V_{zz}.\label{nlV}
\end{align}
The quadratic terms are smaller than the Coriolis terms by a factor of order $|V|/\Omega$. For a small step they are dropped:
\begin{equation}
U_t-2\Omega V=-P+\nu U_{zz},\qquad
V_t+2\Omega U=\nu V_{zz}.\label{lin}
\end{equation}
At $z=0$, $U=V=W=0$; at $z=H$, $U_z=V_z=0$ and $W=0$. Integrating $W_z=-2U$ between the two planes gives
\begin{equation}
\int_0^HU\,dz=0.\label{flux0}
\end{equation}
This condition determines $P(t)$.

\subsection*{(b) The bottom layer}

Write the interior rotation as $V=-\Lambda$, where $\Lambda>0$ is the lag. In the interior the viscous term and $U_t$ are negligible, so the radial equation reads $2\Omega\Lambda=-P$. The same pressure gradient acts in the bottom layer. There put $V=-\Lambda+V'$ and treat the layer as steady. It forms in a time of order $1/\Omega$; the inertial oscillations that remain fade more slowly, but they average out over the much longer spin-up. Then
\begin{equation}
\nu U_{zz}=-2\Omega V',\qquad \nu V'_{zz}=2\Omega U.
\end{equation}
Adding $i$ times the second equation to the first, with $Z'=U+iV'$,
\begin{equation}
\nu Z'_{zz}=-2\Omega V'+2i\Omega U=2i\Omega Z'.
\end{equation}
Define $\delta=\sqrt{\nu/\Omega}$. Since $(1+i)^2=2i$, the solution that decays upward and satisfies $U=0$, $V'=\Lambda$ at the bottom is
\begin{equation}
Z'=i\Lambda e^{-(1+i)z/\delta},\qquad
U=\Lambda e^{-z/\delta}\sin(z/\delta).
\end{equation}
The integral of $e^{-\zeta}\sin\zeta$ from zero to infinity is $1/2$, so
\begin{equation}
\int_{\rm layer}U\,dz=\tfrac12\Lambda\delta,\qquad
W_{\rm above}=-\Lambda\delta.\label{pump}
\end{equation}
Fluid near the bottom rotates faster than the interior. The interior pressure gradient is too weak to hold it on its circle, so it moves outward, and interior fluid sinks to replace it. Here $\delta=\sqrt{10^{-7}}$ m $=0.316$ mm. A numerical solution of the layer equations gives a flux of $0.50000\,\Lambda\delta$.

\subsection*{(c) The spin-up time}

The interior azimuthal equation is $V_t+2\Omega U=0$. As $V=-\Lambda(t)$ is uniform in $z$, so is the interior $U$. Since $\delta\ll H$, the interior fills nearly the whole depth, and \eqref{flux0} requires its inward flux to cancel the outward flux of the layer:
\begin{equation}
HU+\tfrac12\Lambda\delta=0
\quad\Rightarrow\quad U=-\frac{\delta}{2H}\Lambda.\label{inflow}
\end{equation}
Inserting this in $-\Lambda_t+2\Omega U=0$,
\begin{equation}
\frac{d\Lambda}{dt}=-\frac{\Omega\delta}{H}\Lambda,
\qquad \Lambda=\Lambda_0e^{-t/\tau},\qquad
\tau=\frac{H}{\Omega\delta}=\frac{H}{\sqrt{\nu\Omega}}.
\end{equation}
With the given numbers,
\begin{equation}
\sqrt{\nu\Omega}=\sqrt{9\times10^{-7}}\ \mathrm{m/s}
=0.9487\ \mathrm{mm/s},\qquad
\tau=\frac{50\ \mathrm{mm}}{0.9487\ \mathrm{mm/s}}=52.7\ \mathrm{s}.
\end{equation}

The neglect of $U_t$ can now be justified. Its size relative to $2\Omega V$ is
\begin{equation}
\frac{|U|/\tau}{2\Omega\Lambda}
=\frac{\delta}{4H\Omega\tau}=\frac14\frac{\delta^2}{H^2}=\frac E4,
\qquad E=\frac{\nu}{\Omega H^2}=4\times10^{-5},
\end{equation}
where $1/(\Omega\tau)=\delta/H$ was used. $E$ is the Ekman number.

\paragraph{Correction for finite thickness.}
Now solve \eqref{lin} over the full depth. With $Z=U+iV$ the two equations combine to
\begin{equation}
Z_t=-2i\Omega Z-P+\nu Z_{zz}.
\end{equation}
Let $Z$ and $P$ be proportional to $e^{-st}$ with real $s$, and denote their amplitudes by hats. Then
\begin{equation}
\nu\hat Z''=(2i\Omega-s)\hat Z+\hat P .
\end{equation}
With $q^2=(2i\Omega-s)/\nu$, the solution that vanishes at $z=0$ and has zero slope at $z=H$ is
\begin{equation}
\hat Z=\frac{\hat P}{s-2i\Omega}
\left[1-\frac{\cosh q(H-z)}{\cosh qH}\right].
\end{equation}
Since $U$ is the real part of $Z$ and $\hat P$ is real, \eqref{flux0} demands
\begin{equation}
\mathrm{Re}\left\{\frac{1}{s-2i\Omega}
\left[H-\frac{\tanh qH}{q}\right]\right\}=0.\label{char}
\end{equation}
Here $H/\delta=158$, so $\tanh qH$ may be replaced by 1. Use $1/(s-2i\Omega)=(s+2i\Omega)/(s^2+4\Omega^2)$ and drop the positive denominator:
\begin{equation}
sH=\mathrm{Re}\,\frac{s+2i\Omega}{q}.
\end{equation}
For $s\ll\Omega$, expansion of the square root gives
\begin{equation}
\frac1q=\frac{\delta(1-i)}2\left(1+\frac{s}{4i\Omega}+\dots\right).
\end{equation}
Three products contribute to first order in $s$:
\begin{align}
2i\Omega\,\frac{\delta(1-i)}2&=\Omega\delta(1+i)
&&\text{with real part }\Omega\delta,\\
2i\Omega\,\frac{\delta(1-i)}2\,\frac{s}{4i\Omega}
&=\frac{s\delta(1-i)}4&&\text{with real part }s\delta/4,\\
s\,\frac{\delta(1-i)}2&&&\text{with real part }s\delta/2.
\end{align}
Therefore $sH=\Omega\delta+\tfrac34s\delta$, and
\begin{equation}
\tau=\frac1s=\frac{H-\frac34\delta}{\Omega\delta}
=\frac{H}{\sqrt{\nu\Omega}}-\frac{3}{4\Omega}.
\end{equation}
The correction is $-0.25$ s, or about half a percent, and gives 52.455 s. The eigenvalue of the discretised equations \eqref{lin}, found without any layer approximation, also gives 52.455 s. These digits test the mathematics; a real melt is not known so finely.

\subsection*{(d) Diffusion across the depth}

Suppress the radial and vertical flow. What remains is $V_t=\nu V_{zz}$, with $V=0$ at the bottom, $V_z=0$ at the surface and $V=-\Lambda_0$ initially. The scale is
\begin{equation}
\frac{H^2}{\nu}=\frac{2.5\times10^{-3}\ \mathrm{m^2}}
{3\times10^{-7}\ \mathrm{m^2/s}}=8333\ \mathrm{s}=2.31\ \mathrm{h}.
\end{equation}
To see what this time means, expand in modes $\sin k_nz$ with $k_n=(2n+1)\pi/2H$, which satisfy both boundary conditions. The coefficient of a uniform unit lag is
\begin{equation}
\frac2H\int_0^H\sin k_nz\,dz=\frac{2}{Hk_n}=\frac{4}{(2n+1)\pi},
\end{equation}
because $\cos k_nH=0$. At the surface $\sin k_nH=(-1)^n$, so the remaining fraction of the lag is
\begin{equation}
f(t)=\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
\exp\left[-\frac{(2n+1)^2\pi^2\nu t}{4H^2}\right].
\end{equation}
At late times the first term dominates, and solving it for $t$ gives
\begin{equation}
t_f=\frac{4H^2}{\pi^2\nu}\ln\frac{4}{\pi f}.\label{tf}
\end{equation}
The prefactor, the decay time of the slowest mode, is 3377 s. At $t=H^2/\nu$ the first term is $(4/\pi)e^{-\pi^2/4}=0.108$: 10.8\% of the surface lag is left. Thus $H^2/\nu$ is not an $e$-folding time. Diffusion does need more than two hours if the surface lag is to fall to a tenth, but it reaches $1/e$ in little over one hour. A finite-difference solution gives 2.39 h and 1.17 h for these two times, in agreement with \eqref{tf}.

\subsection*{(e) Comparison and mechanism}

The ratio of the two scales is
\begin{equation}
\frac{H^2/\nu}{H/\sqrt{\nu\Omega}}=H\sqrt{\frac{\Omega}{\nu}}
=\frac H\delta=E^{-1/2}=158.
\end{equation}
A comparison at equal remaining lag is fairer. The pumping times below come from integrating \eqref{nlU} and \eqref{nlV} for a step of 0.1\% of $\Omega$. They are read at mid-depth, which stands for the surface because the interior lag is uniform in $z$ to leading order.

\begin{center}
\begin{tabular}{lccc}
Remaining surface lag & Ekman pumping & Diffusion & Ratio\\
$1/e$ & 52.6 s & 4196 s & 80\\
10\% & 120.9 s & 8598 s & 71
\end{tabular}
\end{center}

The 10\% time for pumping agrees with $\tau\ln10=121.4$ s. Judged by the surface lag, pumping therefore wins by a factor of 70 to 80 at these two levels, about half the ratio of the bare scales. Diffusion reaches the surface last. For the lag averaged over the depth, the leading coefficient $4/\pi$ is replaced by $8/\pi^2$, and the ratios fall to 51 and 58.

For the reason, keep the quadratic terms in the interior, where $V_z=0$ and viscosity is negligible. With $\omega=\Omega+V$, the rotation rate seen from the laboratory, \eqref{nlV} becomes
\begin{equation}
\omega_t=-2U\omega.\label{omega}
\end{equation}
A ring of fluid has $dr/dt=rU$, so
\begin{equation}
\frac{d}{dt}(\omega r^2)=r^2(\omega_t+2U\omega)=0 .
\end{equation}
Each ring keeps its angular momentum and turns faster because it moves inward. The interior need not wait for momentum to diffuse to it, and a small displacement is enough. For a start at 95\% of $\Omega$, the numerical solution shows a contraction of 2.41\% in 160 s at mid-depth, with $\omega r^2$ unchanged to the five decimals printed. Complete spin-up requires $r/r_0=\sqrt{0.95}$, a contraction of about 2.5\%.

Viscosity is still essential, since it drives the outward flux in the bottom layer. Without it $\delta=0$, and $\tau$ is infinite.

\subsection*{How far the result applies to a crucible}

The given values lie in the rough regime of a semiconductor melt in a small Czochralski crucible. The rotation, 28.6 rpm, is on the fast side, and large industrial melts are much deeper. At fixed $\nu$ and $\Omega$, $\tau$ grows in proportion to $H$; at fixed $\nu$ and $H$, a slower crucible lengthens it as $\Omega^{-1/2}$. For dopants, a change of crucible rate alters the flow that carries them to the crystal. A crystal that lengthens at speed $v_g$ grows by $v_g\tau$ during one time constant of this transient.

Take a crucible radius $R=10$ cm. The side wall must return the outward flux of the bottom layer to the interior, which the solution above assumes but does not resolve. During $\tau$, viscosity acts over a distance of order $\sqrt{\nu\tau}=\sqrt{H\delta}=4.0$ mm from that wall, a small part of $R$. The rotating surface is dished by $\Omega^2R^2/2g=4.6$ mm, or 9\% of the depth, and the dish deepens as the melt spins up. In the linear theory with a free surface this lengthens the decay time to about 55 s if $H$ is the mean depth, and to about 57.5 s if $H$ is the depth on the axis. These shifts of 5\% and 9\% are far larger than the correction found in (c). For a 5\% step the rim lag is 15 mm/s and the layer Reynolds number, $0.05\,\Omega R\delta/\nu$, is 15.8. This is below the rough value of fifty at which such layers become unstable.

The melt was also assumed to be isothermal. With a rough expansion coefficient $\beta=10^{-4}$ K$^{-1}$ and temperature difference $\Delta T=10$ K, two rough estimates indicate the possible size of the buoyant flow. If rotation controls the buoyant flow, the balance $2\Omega v_z=g\beta T_r$ gives a velocity $g\beta\Delta T\,H/(2\Omega R)=0.82$ mm/s, about 5\% of the rim lag. If rotation does not restrain it, the free-fall speed $\sqrt{g\beta\Delta T\,H}$ is 22 mm/s, and fluid crosses the depth in 2.3 s. At the values used here this speed is only 0.07 of $2\Omega H$, so rotation restrains the flow and the second estimate is too high. Rotation does not suppress convection altogether. With a rough thermal diffusivity of $2\times10^{-5}$ m$^2$/s, a layer of this depth and rotation heated from below, with idealised stress-free boundaries, becomes unstable at about 6 K; at 10 K disturbances grow on a time of about 90 s, comparable with $\tau$. A radial temperature difference also changes the surface tension, so the surface is not free of stress; rough values give surface speeds of some mm/s. With much stronger heating or slower rotation, convection could carry momentum faster than Ekman pumping, so 53 s is not a prediction for a strongly convecting melt. A crystal rotating at its own rate also changes the final state, which is then no longer rigid rotation.

\section*{Variation 1: a larger step}

\textit{The melt initially rotates at $x_0\Omega$, with $1-x_0$ not small. How long does the lag take to fall to $1/e$ of its initial value?}

Keep the linear flux law \eqref{inflow} with $\Lambda=\Omega-\omega$, but use the full interior equation \eqref{omega}. With $x=\omega/\Omega$,
\begin{equation}
\frac{dx}{dt}=\frac{x(1-x)}{\tau}.
\end{equation}
Since $1/[x(1-x)]=1/x+1/(1-x)$, integration from $x_0$ to $x_1$ gives
\begin{equation}
\frac t\tau=\ln\frac{x_1}{x_0}+\ln\frac{1-x_0}{1-x_1}
=1+\ln\frac{x_1}{x_0},\qquad 1-x_1=\frac{1-x_0}{e}.
\end{equation}
For $x_0=0.95$ this is 54.4 s; integration of \eqref{nlU} and \eqref{nlV} gives 53.9 s. For $x_0=0.70$ the values are 65.3 s and 62.7 s. The law has the right trend but is 4\% too long in the second case, relative to the integration. Angular momentum is conserved there to 2 parts in $10^5$, so the error lies in the linear, quasi-steady flux law. At the rim of the 10 cm crucible, a 30\% step also makes the layer Reynolds number six times that of the 5\% step, about 95, and laminar flow can no longer be assumed there.

As $x_0\to0$ the time diverges. Fluid without angular momentum gains none by moving inward. A start from rest therefore depends on rotating fluid supplied from the side wall. The lag at a given radius stays at $\Omega$ until that fluid arrives, so locally it does not decay exponentially from the beginning. Yet $\tau$ still sets the pace. With the linear flux law, the non-rotating core has $U=-\delta\Omega/2H$ and its radius shrinks as $R\,e^{-t/2\tau}$, and the missing total angular momentum falls as $e^{-t/\tau}$ from the start. This is only an estimate: the flux law is linear, and the layer Reynolds number at the rim, $\Omega R\delta/\nu\approx316$, is far above the laminar range.

\section*{Variation 2: diffusion with a side wall}

\textit{Pumping is again suppressed, but the melt now has a no-slip side wall at $R=10$ cm. How long does the slowest mode last?}

The azimuthal velocity obeys
\begin{equation}
v_t=\nu\left(v_{rr}+\frac{v_r}{r}-\frac{v}{r^2}+v_{zz}\right).
\end{equation}
The product $v\propto J_1(kr)\sin(\pi z/2H)\,e^{-\lambda t}$ satisfies it, because the radial operator multiplies $J_1(kr)$ by $-k^2$. No slip at $r=R$ requires $kR=j$, where $j\simeq3.83$ is the first positive zero of $J_1$. Hence
\begin{equation}
\lambda=\nu\left(\frac{\pi^2}{4H^2}+\frac{j^2}{R^2}\right),
\qquad \frac1\lambda=1358\ \mathrm{s}.
\end{equation}
The bottom alone gave 3377 s, so the side wall shortens the time constant of the slowest mode by a factor of 2.5. This constant describes the late decay. On the axis, which the wall affects last, the surface lag still needs about 2800 s to fall to $1/e$. The two-hour figure thus belongs to diffusion across the depth, not to every diffusive path in this crucible. Even so, $1/\lambda$ is 26 times the Ekman time. For $R\gg H$ the second term vanishes and the result of part (d) returns.

The values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
melt depth H = 5.0 cm
viscosity nu = 3.0e-07 m^2/s
rotation Omega = 3.0 rad/s = 28.6 rpm
Ekman number = 4.00e-05 (no unit)
Ekman layer scale delta = 0.316 mm
numerical flux/(lag*delta) = 0.50000 (no unit)
sqrt(nu*Omega) = 0.9487 mm/s
spin-up time H/sqrt(nu*Omega) = 52.70 s
with correction -3/(4 Omega) = 52.455 s
decay time from eigenvalue = 52.455 s
tiny step, 1/e time, integrated = 52.57 s
tiny step, 10% time, integrated = 120.9 s
tau*ln(10) = 121.4 s
diffusion scale H^2/nu = 8333 s = 2.31 h
surface lag left at H^2/nu = 10.8 %
slowest depth-mode time = 3377 s
diffusion, surface 1/e time = 4196 s = 1.17 h
diffusion, surface 10% time = 8598 s = 2.39 h
ratio of scales = 158.1 (no unit)
ratio of 1/e times = 79.8 (no unit)
ratio of 10% times = 71.1 (no unit)
start at 95 % of Omega:
  1/e time, integrated = 53.92 s
  1/e time, finite-step law = 54.43 s
  ring radius change in 160 s = -2.41 %
  angular momentum ratio = 1.00000 (no unit)
start at 70 % of Omega:
  1/e time, integrated = 62.66 s
  1/e time, finite-step law = 65.34 s
  ring radius change in 160 s = -15.54 %
  angular momentum ratio = 1.00002 (no unit)
crucible radius = 10.0 cm
surface dish, rim minus centre = 4.59 mm
dish / depth = 9.2 %
diffusive mode time with side wall = 1358 s
that time / spin-up time = 25.8 (no unit)
side-layer width H*E^(1/4) = 3.98 mm
rim speed lag for 5% step = 15.0 mm/s
Ekman-layer Reynolds number = 15.8 (no unit)
rough expansion coefficient = 1.0e-04 1/K
rough temperature difference = 10 K
thermal-wind speed = 0.82 mm/s
buoyant free-fall speed = 22.1 mm/s
buoyant turnover time = 2.26 s
\end{verbatim}
